Field-effect mobility and drift mobility when mobility depends on density

The transfer curve of a thin-film transistor, drain current against gate voltage at small drain bias, yields two mobilities. One comes from the slope of the curve, the other from the current itself divided by the carrier density. If the mobility changes with density, the two disagree even in a perfect device measured without error. In the example below, one curve at one gate voltage gives 60 cm²/Vs by the first route and 40 cm²/Vs by the second. Unless the relation between them is known, the difference may be blamed on contacts or traps, or the larger number may be used to predict a current that the channel cannot carry.

**1. The two definitions**

Consider an n-type channel of length L and width W, both much larger than the thickness of the gate oxide. Let e > 0 be the elementary charge and n the number of mobile electrons per unit area. The drift mobility μ(n) is defined through the sheet conductance σ:

σ = e n μ(n).  (1)

This definition assumes no scattering mechanism. It says how much conductance each electron supplies on average.

Let V(x) be the quasi-Fermi potential in the channel, so that the electron electrochemical potential is −eV plus a constant. It rises from 0 at the source, x = 0, to V_D at the drain, x = L. Close to local equilibrium the gradient of the electrochemical potential drives both drift and diffusion, with the same coefficient σ. The drain current, counted positive when it enters at the drain, is therefore

I_D = W e n μ(n) dV/dx.  (2)

For small V_D the density is nearly uniform, dV/dx = V_D/L, and

I_D = (W/L) e n μ(n) V_D.  (3)

The differential field-effect mobility is defined from the transconductance at fixed V_D, with C_ox the oxide capacitance per unit area:

μ_FE = [L/(W C_ox V_D)] dI_D/dV_G.  (4)

**2. The general relation**

Suppose first that all charge added by the gate is mobile and that the channel acts as the plate of a fixed capacitor. Above a fixed threshold voltage V_T,

e n = C_ox u, with u = V_G − V_T,  (5)

so that dn/dV_G = C_ox/e. Differentiate (3) by the chain rule:

dI_D/dV_G = (W/L) e V_D [d(nμ)/dn] (dn/dV_G) = (W/L) C_ox V_D d(nμ)/dn.

Inserting this in (4) cancels the geometry, the capacitance and the drain bias. The product rule then gives

μ_FE = d(nμ)/dn = μ + n dμ/dn = μ [1 + d ln μ/d ln n].  (6)

The last form uses n dμ/dn = μ d ln μ/d ln n.

The two terms have separate meanings. When the gate adds dn electrons, the newcomers contribute μ dn to the product nμ. They also change the mobility of the n electrons already present, for instance by screening charged impurities, and this contributes n dμ. The transconductance records both and credits the sum to the newcomers. Hence μ_FE is a response of the whole electron population. It exceeds μ where mobility rises with density, equals μ where dμ/dn = 0, and is smaller than μ where mobility falls.

Equation (6) takes μ along the path of the gate sweep. If density could be set separately, say by a second gate, and μ also depended on V_G at fixed n, the chain rule would add the term (en/C_ox)(∂μ/∂V_G), with the derivative taken at fixed n. A function μ(n) found with one gate need not then describe the other experiment.

**3. The power law**

Let the mobility follow

μ(n) = μ_r (n/n_r)^α,  (7)

where μ_r is its value at a reference density n_r. Then ln μ = ln μ_r + α ln(n/n_r), so d ln μ/d ln n = α, and (6) becomes

μ_FE(n) = (1 + α) μ(n).  (8)

Both mobilities have the same density dependence and differ by a constant factor. For α = 0 they coincide. For −1 < α < 0 the slope gives the smaller number. At α = −1 the product nμ is constant: added electrons are offset by the loss of mobility, and the transconductance vanishes although the channel conducts. For α < −1 it is negative. A vanishing or negative μ_FE does not mean that the electrons have stopped or reversed their drift; μ remains positive.

The converse also holds. If μ_FE/μ equals a constant r over a density interval, (6) gives d ln μ/d ln n = r − 1. Integration gives ln μ = (r − 1) ln n + constant, which is (7) with α = r − 1. A measured ratio that varies with density therefore rules out a single power law, provided the corrections treated below are small.

**4. A mobility with a maximum**

A power law cannot describe a mobility that first rises and then falls. A simple model that does has its maximum μ_p at density n_p. With x = n/n_p,

μ = 2μ_p/(1/x + x) = 2μ_p x/(1 + x²).  (9)

Here nμ = 2μ_p n_p x²/(1 + x²). Since dn = n_p dx,

μ_FE = 2μ_p [2x(1 + x²) − x²(2x)]/(1 + x²)² = 4μ_p x/(1 + x²)².  (10)

Dividing (10) by (9) gives μ_FE/μ = 2/(1 + x²). The ratio tends to 2 at low density, where μ ∝ n, passes through 1 at the maximum of μ, and tends to 0 at high density, where μ ∝ 1/n. These limits agree with (8) for α = 1 and α = −1.

The maximum of μ_FE lies elsewhere. Setting the derivative of ln μ_FE to zero gives 1/x − 4x/(1 + x²) = 0, hence 3x² = 1 and x = 1/√3. There (10) equals 4μ_p (1/√3)(9/16) = (3√3/4) μ_p, about 1.30 μ_p. In this model the peak field-effect mobility is thus 30% above the largest drift mobility that the channel has at any density.

**5. Recovering the drift mobility**

Equation (6) can be integrated from a density n₁ to n:

n μ(n) = n₁ μ(n₁) + ∫ μ_FE(n′) dn′, with n′ from n₁ to n.  (11)

The first term is the conductance already present at the start, divided by e. It may be dropped if nμ vanishes at the lower limit. For the power law, nμ ∝ n^(1+α), which vanishes as n → 0 when α > −1. If the integration starts at finite n₁ and the first term is omitted, the fraction lost from the result is

n₁μ(n₁)/[nμ(n)] = (n₁/n)^(1+α).  (12)

Integration does not remove the need for a threshold. At a given gate voltage, the slope in (4) can be taken without knowing V_T, but the density n in (11) cannot be assigned without it.

The threshold itself can mislead. For the power law with α > −1, I_D = A u^(1+α) with A constant, so dI_D/dV_G = (1 + α) I_D/u. The tangent at u reaches zero current at the overdrive

u₀ = u − I_D/(dI_D/dV_G) = u − u/(1 + α) = uα/(1 + α).  (13)

For α > 0 the intercept lies above the true threshold. Suppose it is nevertheless taken as the threshold, and the drift mobility is calculated with the density C_ox(u − u₀)/e. The result is

L I_D/[W C_ox V_D (u − u₀)] = [L/(W C_ox V_D)] dI_D/dV_G = μ_FE,

because u − u₀ = I_D/(dI_D/dV_G). The supposed drift mobility is the field-effect mobility again, and the agreement of the two numbers confirms nothing. An independent measurement of density avoids this circle. The Hall effect can supply it if the Hall factor is known, and gate capacitance can if the charge in traps that follow the gate is subtracted.

**6. Finite drain bias**

Integrate (2) along the channel. The current is the same at every x, so

I_D L = W ∫ e n μ dV, with V from 0 to V_D.

Locally e n = C_ox(u − V). Put w = u − V and S(w) = w μ, where μ is evaluated at density C_ox w/e. Then dV = −dw, and exchanging the limits absorbs the minus sign:

I_D = (W C_ox/L) ∫ S(w) dw, with w from u − V_D to u.  (14)

Differentiating with respect to V_G moves both limits by the same amount, so dI_D/dV_G = (W C_ox/L)[S(u) − S(u − V_D)]. Let n_s and n_d be the densities at source and drain. Since e(n_s − n_d) = C_ox V_D,

μ_FE = [S(u) − S(u − V_D)]/V_D = [n_s μ(n_s) − n_d μ(n_d)]/(n_s − n_d).  (15)

The derivative in (6) has become a secant. This holds while the channel is not pinched off, V_D < u, and while μ does not depend on the lateral field. For small V_D the secant is S′(u) − V_D S″(u)/2. With S ∝ u^(1+α), S″/S′ = α/u, so the leading change relative to (8) at the source density is

δμ_FE/μ_FE = −αV_D/(2u).  (16)

The apparent drift mobility, if calculated with the source density, changes too. The average of S in (14) is S(u) − V_D S′(u)/2 to this order, and S′/S = (1 + α)/u. Its relative change is therefore −(1 + α)V_D/(2u), larger in magnitude than (16) for α > −1/2.

**7. Charge that the gate fails to make mobile**

Equation (5) ignores the energy needed to fill the band and any charge caught in traps. For a parabolic two-dimensional band with mass m and total spin and valley degeneracy g, the density of states is D = g m/(2πħ²). Let φ be the Fermi energy measured from the band edge. Integrating the Fermi function over the band gives

n = D k_B T ln[1 + exp(φ/k_B T)].

Differentiation gives dn/dφ = D/[1 + exp(−φ/k_B T)]. Since exp(φ/k_B T) = exp[n/(D k_B T)] − 1, the quantum capacitance is

C_q = e² dn/dφ = e² D {1 − exp[−n/(D k_B T)]}.  (17)

Let traps with a constant density D_it per unit energy and area follow φ in equilibrium, and define C_it = e² D_it. A gate step must raise φ and also charge the oxide with both kinds of electron:

dV_G = dφ/e + (e dn + e D_it dφ)/C_ox = (dφ/e)[1 + (C_q + C_it)/C_ox].

Because e dn = C_q dφ/e, it follows that

e dn/dV_G = C_ox C_q/(C_ox + C_q + C_it).  (18)

Definition (4) still divides by C_ox. The apparent μ_FE is therefore (6) multiplied by

η = C_q/(C_ox + C_q + C_it).  (19)

At high density C_q is large and η is close to 1. Near threshold C_q falls in proportion to n, and η falls with it. A rise of the measured μ_FE just above threshold may then reflect the growth of η, with no change in the mobility of free electrons. This happens even without traps: all the added charge is then mobile, but part of each gate step is spent on raising φ instead of charging the oxide. Traps lower η further by taking part of the charge, and they spread its rise over a wider range of gate voltage. If charge trapped slowly during the sweep shifts the threshold by s dV_G for each step dV_G, there is a further factor 1 − s.

**8. Contact resistance**

Let each contact have a constant resistance R_c, and let R_ch = L/(W e n μ). The current is I_D = V_D/R_tot, with R_tot = R_ch + 2R_c. The drift mobility inferred from the total resistance is

μ_app = L/(W e n R_tot) = μ R_ch/R_tot.  (20)

For the slope, dI_D/dV_G = −(V_D/R_tot²) dR_ch/dV_G. Without contacts it would be −(V_D/R_ch²) dR_ch/dV_G. Hence

μ_FE,app = μ_FE (R_ch/R_tot)², and μ_FE,app/μ_app = (1 + α) R_ch/R_tot  (21)

for the power law at small V_D. One factor R_ch/R_tot appears because the total current is reduced, the other because the gate controls only part of the resistance. If the gate also lowers R_c, the slope acquires the positive term −2(V_D/R_tot²) dR_c/dV_G, and the apparent μ_FE is larger than (21) states.

**9. A worked example**

Take T = 300 K, L = 10 μm, W = 5 μm, and 30 nm of oxide with relative permittivity 3.9, which gives C_ox = 115.1 nF/cm². Choose n_r = 5×10¹² cm⁻², μ_r = 40 cm²/Vs and α = 0.5. From (5) the overdrive at n_r is

u = e n_r/C_ox = 6.96 V.

Equation (8) gives μ_FE = 1.5 × 40 = 60 cm²/Vs. At half the density, μ = 28.3 and μ_FE = 42.4 cm²/Vs; at twice the density, 56.6 and 84.9 cm²/Vs. The same three values of μ_FE follow, to the digits quoted, when the channel is treated as a chain of resistors whose terminal current is differentiated numerically at very small drain bias.

The tangent at n_r meets zero current at 6.96 × 0.5/1.5 = 2.32 V above the true threshold. If the integral in (11) starts at 10¹² cm⁻² and the first term is forgotten, (12) gives a lost fraction of 0.2^1.5 = 0.089, and the result is 36.4 instead of 40 cm²/Vs.

Now let V_D = 0.1 V. Equation (16) gives −0.5 × 0.1/(2 × 6.96) = −0.36%. For the band, take m = 0.5 electron masses and g = 4, so that C_q = 24.8 μF/cm² at n_r. It is about 200 times C_ox and lowers μ_FE by 0.46%. With D_it = 10¹² eV⁻¹ cm⁻², C_it is 160 nF/cm² and the reduction grows to 1.1%. At 5×10¹⁰ cm⁻², the same traps and band give η = 0.53: nearly half of the slope is lost there.

Contacts matter more in the on state. With 5 kΩ μm each, they add 2.0 kΩ to a channel of 62.4 kΩ. The share R_ch/R_tot is 0.969, which lowers the apparent drift mobility by 3.1% and the apparent μ_FE by 6.1%.

With drain bias, band filling, traps and contacts all present, the resistor chain gives an apparent μ_FE of 55.55 and an apparent drift mobility of 38.36 cm²/Vs, the latter calculated with n_r, which is here the density at zero channel potential. Their ratio is 1.45 instead of 1.50. Read through (8), it would give α = 0.45.

Length changes this picture. Keep the density, width and contacts fixed, and shorten the channel to 1 μm. Then R_ch = 6.24 kΩ and the share is 6.24/8.24 = 0.757. Equations (20) and (21) give an apparent drift mobility of 30 and an apparent μ_FE of 34 cm²/Vs. Both now lie below the true drift mobility of 40, and their ratio of 1.14 hides most of the density dependence.

**10. Comparison with a real channel**

The parameters lie in the rough regime of a monolayer MoS₂ transistor on silicon dioxide, where room-temperature mobilities of some tens of cm²/Vs and contact resistances of some kΩ μm are typical in order of magnitude. The mass and degeneracy are those of a simple two-valley model of this material. The exponent 0.5 is a choice; a real sample need not follow one power law over the whole sweep. Three assumptions need checking in a real device: ideal contacts, a fixed and known threshold, and a low trap density. The contacts change μ_FE by 6% here and by 43% in the 1 μm channel. A threshold uncertainty of 0.3 V is 4.3% of the overdrive and changes the inferred drift mobility by about that fraction. A trap density ten times larger would give η = 24.8/(24.8 + 0.12 + 1.60) = 0.935 at n_r, a loss of 6.5%. These figures assume a trap density that is constant in energy. Band-tail states that crowd towards the band edge can matter more. An exponential tail of 10¹⁴ eV⁻¹ cm⁻² at the edge, with a width of 50 meV, gives η = 0.82 at n_r. If the density is then taken from the total gate charge, free plus trapped, a constant free-electron mobility yields a ratio of 1.40, which (8) would read as α = 0.4. A ratio above 1 in a real device therefore need not come from a drift mobility that rises with density.

Other neglected effects can be sized for the same numbers. Counting mobile charge only, the oxide field is 2.3 MV/cm at n_r and 4.6 MV/cm at 10¹³ cm⁻², below a rough breakdown field of 10 MV/cm. Trapped electrons raise the field and donors lower it. If traps are filled from a neutrality level 0.9 eV below the band edge, D_it = 10¹² eV⁻¹ cm⁻² adds 0.4 MV/cm. A density ten times larger gives 6.5 and 8.8 MV/cm, which is close to breakdown, and lowers the exponent B defined below to about 38 at n_r. For a triangular tunnel barrier of height Φ = 3.2 eV and tunnelling mass m_t = 0.4 electron masses, both rough, the semiclassical transmission at oxide field F is exp(−B), with

B = (2/ħ) ∫ [2m_t(Φ − eFz)]^(1/2) dz = 4(2m_t)^(1/2) Φ^(3/2)/(3ħeF),  (22)

where z runs from 0 to Φ/(eF). At n_r, B is about 107, so in this ideal barrier tunnelling is negligible; leakage through defects is not included. The drift speed, 4000 cm/s, is 0.04% of the thermal speed (k_B T/m)^(1/2), which supports the use of a field-independent mobility if transport is band-like. The estimated temperature rise across the oxide is below 10⁻⁴ K. The thermal resistance of the interface can add a few times as much, which is still negligible.

One estimate is less comfortable. The level broadening ħ/τ, with τ = mμ/e, is 58 meV at n_r, more than twice the thermal energy of 26 meV. The power law would make it ten times larger at 5×10¹⁰ cm⁻². The sheet conductance at n_r is only 0.83 e²/h, at the edge of the regime where band transport is a safe description. A band with a sharp edge is then a crude picture, and C_q and η are estimates of size. A given relative error in C_q changes η by the largest fraction near threshold, where C_q is no longer much larger than C_ox + C_it. Equation (6) uses σ(n) and the charge relation (5) but no band model. The band enters only through η, which sets how closely the measured slope follows (6). At n_r this dependence is weak for a moderately broadened edge: a Gaussian broadening with a standard deviation of 58 meV lowers C_q from 24.8 to about 18 μF/cm² but η only from 0.989 to 0.985. The computed values are collected in the numerical output below.

Calculated quantities

```
Temperature: 300 K
Channel length: 10 um
Channel width: 5 um
Oxide thickness: 30 nm
Oxide relative permittivity: 3.9
Oxide capacitance: 115.1 nF/cm2
Reference density: 5e+12 cm^-2
Overdrive at reference density: 6.96 V
Exponent alpha: 0.5
Drain bias: 0.1 V
n = 2.50e+12 cm^-2: mu = 28.28, mu_FE formula = 42.43, chain = 42.43 cm2/Vs
n = 5.00e+12 cm^-2: mu = 40.00, mu_FE formula = 60.00, chain = 60.00 cm2/Vs
n = 1.00e+13 cm^-2: mu = 56.57, mu_FE formula = 84.85, chain = 84.85 cm2/Vs
Tangent intercept above true threshold: 2.32 V
Lower integration density: 1e+12 cm^-2
Recovered drift mobility: 40 cm2/Vs
Same without baseline: 36.42 cm2/Vs
Effective mass: 0.5 electron masses
Spin-valley degeneracy: 4
Fermi level from band edge: -13.69 meV
Quantum capacitance: 24.8 uF/cm2
Trap density (rough input): 1e+12 eV^-1 cm^-2
Trap capacitance: 160.2 nF/cm2
Contact resistance times width, each: 5 kohm um
Channel resistance: 62.42 kohm
Two contacts: 2 kohm
mu_FE change, finite drain bias: -0.360 %
Leading drain-bias estimate: -0.359 %
mu_FE change, quantum capacitance: -0.462 %
mu_FE change, with traps too: -1.098 %
mu_FE change, contacts: -6.11 %
Drift mobility change, contacts: -3.10 %
Low test density: 5e+10 cm^-2
Gate efficiency there, with traps: 0.5289
Combined apparent mu_FE: 55.55 cm2/Vs
Combined apparent drift mobility: 38.36 cm2/Vs
Combined apparent ratio: 1.448
Combined drain current: 1.536 uA
Threshold uncertainty (input): 0.3 V
Threshold uncertainty/overdrive: 4.311 %
Oxide field at reference density: 2.32 MV/cm
Oxide field at 1e13 cm^-2: 4.64 MV/cm
Tunnel barrier (rough input): 3.2 eV
Tunnel mass (rough input): 0.4 electron masses
Tunnelling exponent at reference density: 106.6
Drift speed: 4000 cm/s
Drift speed/thermal speed: 0.0004195
Temperature rise across oxide: 6.585e-05 K
Level broadening hbar/tau: 57.88 meV
Thermal energy: 25.85 meV
Oxide thickness/channel width: 0.006
```
